# Why [110] compression beats biaxial tension for holes in silicon: test program

```python
"""Holes in (001) silicon, current along [110]: uniaxial compression along
the current against biaxial tension, at equal stress magnitude.
Result under test: compression puts the top valence state in the p-orbital
along the current (light mass there), and confinement along z widens its
splitting, while confinement narrows the splitting under biaxial tension.
g1,g2,g3: Luttinger parameters; DELTA: spin-orbit splitting (eV);
b,d: deformation potentials (eV); A = hbar^2/(2 m0) in eV nm^2.
Directions 1,2,3 = [110],[1-10],[001]. Orbitals X',Y',Z lie along them.
Matrices hold HOLE energies: the lowest eigenvalue is the top valence band.
T,S: tetragonal and shear energies; valence energies of X',Y',Z are
T+S, T-S, 0. The hydrostatic shift is dropped.
"""
import numpy as np
from scipy import constants as sc
from scipy.special import ai_zeros

A = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
KT = sc.k * 300 / sc.e
g1, g2, g3 = 4.3, 0.34, 1.45
DELTA, b, d = 0.044, -2.1, -4.9
C11, C12, C44 = 166.0, 64.0, 80.0      # GPa
STRESS, WIDTH = 1.0, 5.0               # GPa, nm
I2 = np.eye(2)
axes = np.eye(3)
directions = np.array([[1, 1, 0], [1, -1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)

# spin-orbit operator L.sigma in the basis (X,Y,Z) x spin
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
LS = sum(np.kron(-1j * eps[a], pauli[a]) for a in range(3))


def kinetic(u, v):
    """Orbital matrix multiplying k_u k_v, built from the cubic axes."""
    out = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            if i == j:
                q = (g1 - 2*g2)*np.eye(3) + 6*g2*np.outer(axes[i], axes[i])
            else:
                q = 3*g3*(np.outer(axes[i], axes[j]) + np.outer(axes[j], axes[i]))
            out += u[i] * v[j] * q
    return out


D = [[np.kron(kinetic(u, v), I2) for v in directions] for u in directions]


def static_part(strain, delta):
    """Strain and spin-orbit part of the hole Hamiltonian."""
    v = np.sqrt(3) * d * strain
    v[np.diag_indices(3)] = 3 * b * np.diag(strain)
    return -np.kron(v, I2) - delta / 3 * LS


def bulk_levels(k, strain, delta):
    h = static_part(strain, delta)
    for i in range(3):
        for j in range(3):
            h = h + A * k[i] * k[j] * D[i][j]
    return np.linalg.eigvalsh(h)


def bulk_inverse_mass(direction, strain, delta, h=3e-3):
    k = h * np.eye(3)[direction]
    e0 = bulk_levels(0 * k, strain, delta)[0]
    return (bulk_levels(k, strain, delta)[0] - e0) / (A * h * h)


def strain_from_stress(sxx, syy, sxy):
    c = np.diag([C11 - C12]*3 + [C44]*3).astype(float)
    c[:3, :3] += C12
    e = np.linalg.solve(c, [sxx, syy, 0, 0, 0, sxy])
    return np.array([[e[0], e[5]/2, 0], [e[5]/2, e[1], 0], [0, 0, e[2]]])


def well_parts(width, modes, strain, delta, force=0.0):
    """Sine-basis hard-wall well: H = H0+k1 L1+k2 L2+k1^2 Q1+k2^2 Q2+k1k2 Q12."""
    n = np.arange(1, modes + 1)
    m, p = np.meshgrid(n, n, indexing="ij")
    odd = (m + p) % 2 == 1
    diff = np.where(odd, m**2 - p**2, 1)
    deriv = np.where(odd, 4*m*p/(width*diff), 0)
    z = np.where(odd, -8*width*m*p/(np.pi**2*diff**2), 0) + width/2*np.eye(modes)
    one = np.eye(modes)
    h0 = A*np.kron(np.diag((n*np.pi/width)**2), D[2][2])
    h0 = h0 + np.kron(one, static_part(strain, delta)) + force*np.kron(z, np.eye(6))
    l1 = A*np.kron(-1j*deriv, D[0][2] + D[2][0])
    l2 = A*np.kron(-1j*deriv, D[1][2] + D[2][1])
    q1, q2 = A*np.kron(one, D[0][0]), A*np.kron(one, D[1][1])
    return h0, l1, l2, q1, q2, A*np.kron(one, D[0][1] + D[1][0])


def well_levels(parts, k1=0.0, k2=0.0):
    h0, l1, l2, q1, q2, q12 = parts
    return np.linalg.eigvalsh(h0 + k1*l1 + k2*l2 + k1*k1*q1 + k2*k2*q2 + k1*k2*q12)


def well_gap(width, strain, force=0.0, modes=10):
    e = well_levels(well_parts(width, modes, strain, DELTA, force))
    return e[2] - e[0]


def well_inverse_mass(strain, delta, direction=0, modes=16, h=2e-3):
    parts = well_parts(WIDTH, modes, strain, delta)
    k = [h, 0] if direction == 0 else [0, h]
    return (well_levels(parts, *k)[0] - well_levels(parts)[0]) / (A*h*h)


def secular(T, S):
    """Valence levels (descending) from the rank-one secular equation."""
    lam = DELTA / 3
    D_i = np.array([T + S, T - S, 0]) + lam
    poly = np.poly(D_i)
    for i in range(3):
        poly = np.polyadd(poly, lam * np.poly(np.delete(D_i, i)))
    return np.sort(np.roots(poly).real)[::-1], D_i


def weights(T, S, level):
    e, D_i = secular(T, S)
    w = 1 / (e[level] - D_i)**2
    return w / w.sum()


def mass_rule(p):
    light, heavy, side = g1+g2+3*g3, g1+g2-3*g3, g1-2*g2
    return np.array([p @ [light, heavy, side], p @ [heavy, light, side],
                     side + 6*g2*p[2]])


# strains, checked against the compliance formulas
uni = strain_from_stress(-STRESS/2, -STRESS/2, -STRESS/2)
bi = strain_from_stress(STRESS, STRESS, 0)
none = np.zeros((3, 3))
den = (C11 - C12)*(C11 + 2*C12)
S11, S12, S44 = (C11 + C12)/den, -C12/den, 1/C44
assert np.allclose([uni[0, 0], uni[2, 2], uni[0, 1]],
                   [-(S11+S12)*STRESS/2, -S12*STRESS, -S44*STRESS/4])
assert np.allclose([bi[0, 0], bi[2, 2]], [(S11+S12)*STRESS, 2*S12*STRESS])
T_u, S_u = 3*b*(uni[0, 0]-uni[2, 2]), np.sqrt(3)*d*uni[0, 1]
T_b = 3*b*(bi[0, 0]-bi[2, 2])
assert T_u > 0 and S_u > 0 and T_b < 0

# bulk levels, weights and masses at the true spin-orbit splitting
p_u, p_u2, p_b = weights(T_u, S_u, 0), weights(T_u, S_u, 1), weights(T_b, 0, 0)
gaps, masses = {}, {}
for name, strain, T, S, p in [("uni", uni, T_u, S_u, p_u), ("bi", bi, T_b, 0, p_b)]:
    e = bulk_levels(np.zeros(3), strain, DELTA)
    gaps[name] = e[2] - e[0]
    sec = secular(T, S)[0]
    assert abs(gaps[name] - (sec[0] - sec[1])) < 1e-9
    masses[name] = np.array([bulk_inverse_mass(i, strain, DELTA) for i in range(3)])
    assert np.allclose(masses[name], mass_rule(p), rtol=1e-3)

# shear removed: the light transport mass must be lost
no_shear = np.diag(np.diag(uni))
inv_no_shear = bulk_inverse_mass(0, no_shear, DELTA)
assert abs(inv_no_shear - (g1 + g2)) < 2e-3
assert masses["uni"][0] > 1.2*inv_no_shear
inv_free = bulk_inverse_mass(0, none, DELTA)
assert abs(inv_free - (g1 - np.sqrt(g2**2 + 3*g3**2))) < 2e-3

# limits of large and of zero spin-orbit splitting
s1, s3 = b*(uni[0, 0]-uni[2, 2]), d*uni[0, 1]
four_gap = 2*np.hypot(s1, s3)
e = bulk_levels(np.zeros(3), uni, 1e3)
assert abs(e[2] - e[0] - four_gap) < 1e-5
four_inv = g1 + (s1*g2 + s3*np.sqrt(3)*g3)/np.hypot(s1, s3)
assert abs(bulk_inverse_mass(0, uni, 1e3) - four_inv) < 2e-3
lim_u, lim_b = g1 + g2 + 3*g3, g1 - 2*g2
assert abs(bulk_inverse_mass(0, uni, 0) - lim_u) < 1e-4
assert abs(bulk_inverse_mass(0, bi, 0) - lim_b) < 1e-4

# confinement: gap, its rate of change, and the biaxial closing width
E_W = A*(np.pi/WIDTH)**2
shift = 6*g2*E_W
well = {"uni": well_gap(WIDTH, uni), "bi": well_gap(WIDTH, bi),
        "none": well_gap(WIDTH, none)}
rates = {}
for name, strain, T, S in [("uni", uni, T_u, S_u), ("bi", bi, T_b, 0)]:
    sec = secular(T + shift, S)[0]
    assert abs(well[name] - (sec[0] - sec[1])) < 1e-9
    pz_top = weights(T + shift, S, 0)[2]
    pz_second = weights(T + shift, S, 1)[2] if S else 0.0
    rates[name] = 6*g2*(pz_second - pz_top)
    w1, w2 = WIDTH - 0.002, WIDTH + 0.002
    slope = (well_gap(w1, strain) - well_gap(w2, strain))
    slope /= A*np.pi**2*(1/w1**2 - 1/w2**2)
    assert abs(slope - rates[name]) < 1e-3
assert well["uni"] > gaps["uni"] and well["bi"] < gaps["bi"]
assert well["uni"] - gaps["uni"] < well["none"]
for T in (0.005, 0.02, 0.06, 0.15):
    for S in (0.007, 0.025, 0.07, 0.17):
        assert weights(T, S, 1)[2] > weights(T, S, 0)[2]
W_close = np.pi*np.sqrt(6*g2*A/abs(T_b))
assert well_gap(W_close, bi) < 1e-9

# mode coupling in the well, tested without spin-orbit coupling
m = np.arange(2, 17, 2)
p1m = 4*m/(WIDTH*(m**2 - 1))
den_u = E_W*((g1+4*g2)*m**2 - (g1-2*g2)) + T_u + S_u
den_b = E_W*((g1-2*g2)*m**2 - (g1+4*g2)) - T_b
assert abs(well_inverse_mass(uni, 0)
           - (lim_u - 36*g3**2*A*np.sum(p1m**2/den_u))) < 1e-3
assert abs(well_inverse_mass(bi, 0)
           - (lim_b - 36*g3**2*A*np.sum(p1m**2/den_b))) < 1e-3
well_inv = {"none": well_inverse_mass(none, DELTA),
            "bi": well_inverse_mass(bi, DELTA),
            "uni": well_inverse_mass(uni, DELTA),
            "uni_side": well_inverse_mass(uni, DELTA, 1)}

# triangular well: 1 MV/cm is 0.1 eV/nm for a unit charge
fields = np.array([0.3, 0.6, 0.9])
ground = well_levels(well_parts(14, 24, none, DELTA, 0.06))[0] + DELTA/3
airy = -ai_zeros(1)[0][0]*(A*(g1-2*g2)*0.06**2)**(1/3)
assert abs(ground/airy - 1) < 1e-3
field_u = np.array([well_gap(14, uni, 0.1*f, 24) for f in fields])
field_b = np.array([well_gap(14, bi, 0.1*f, 24) for f in fields])
assert np.all(np.diff(field_u) > 0) and np.all(np.diff(field_b) < 0)


def thermal(strain, radial=30, angular=26, modes=8, kmax=5.0):
    """Mean m0/m along [110] at 300 K and population of the lowest subband."""
    h0, l1, l2, q1, q2, q12 = well_parts(WIDTH, modes, strain, DELTA)
    e_ref = np.linalg.eigvalsh(h0)[0]
    x, wx = np.polynomial.legendre.leggauss(radial)
    t, wt = np.polynomial.legendre.leggauss(angular)
    angle = (t + 1)*np.pi/4
    total = square = lowest = 0.0
    for r, wr in zip((x + 1)*kmax/2, wx):
        k1 = (r*np.cos(angle))[:, None, None]
        k2 = (r*np.sin(angle))[:, None, None]
        h = h0 + k1*l1 + k2*l2 + k1**2*q1 + k2**2*q2 + k1*k2*q12
        e, v = np.linalg.eigh(h)
        dh = l1 + 2*k1*q1 + k2*q12
        slope = np.sum(v.conj()*(dh @ v), axis=1).real
        f = np.exp(-(e - e_ref)/KT)*(wr*r*wt)[:, None]
        total += f.sum()
        square += (f*slope**2).sum()
        lowest += f[:, :2].sum()
    return square/total/(2*A*KT), lowest/total


therm = {"none": thermal(none), "bi": thermal(bi), "uni": thermal(uni)}
coarse = thermal(uni, 22, 20, 6)
# quadrature and mode truncation leave an error below three per cent
assert abs(coarse[0]/therm["uni"][0] - 1) < 0.03
assert therm["uni"][0] > therm["bi"][0]
assert therm["uni"][0] > therm["none"][0]

print(f"Luttinger g1, g2, g3: {g1}, {g2}, {g3}")
print(f"spin-orbit splitting: {1e3*DELTA:.0f} meV; b, d: {b}, {d} eV")
print(f"C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"stress magnitude: {STRESS:.1f} GPa; well width: {WIDTH:.1f} nm")
print(f"A = hbar^2/2m0: {A:.5f} eV nm^2; kT at 300 K: {1e3*KT:.2f} meV")
print("uniaxial exx, ezz, exy (1e-3):",
      *(f"{1e3*v:.3f}" for v in (uni[0, 0], uni[2, 2], uni[0, 1])))
print(f"biaxial exx, ezz (1e-3): {1e3*bi[0,0]:.3f} {1e3*bi[2,2]:.3f}")
print(f"uniaxial T, S: {1e3*T_u:.2f}, {1e3*S_u:.2f} meV")
print(f"biaxial T: {1e3*T_b:.2f} meV; lambda: {1e3*DELTA/3:.2f} meV")
print("uniaxial top weights X',Y',Z:", *(f"{v:.3f}" for v in p_u))
print("uniaxial second weights X',Y',Z:", *(f"{v:.3f}" for v in p_u2))
print("biaxial top weights X',Y',Z:", *(f"{v:.3f}" for v in p_b))
print("bulk uniaxial m/m0 [110],[1-10],[001]:",
      *(f"{1/v:.3f}" for v in masses["uni"]))
print("bulk biaxial m/m0 [110],[1-10],[001]:",
      *(f"{1/v:.3f}" for v in masses["bi"]))
print(f"bulk uniaxial, shear removed, m/m0 [110]: {1/inv_no_shear:.3f}")
print(f"bulk unstrained heavy hole m/m0 [110]: {1/inv_free:.3f}")
print(f"large spin-orbit limit, uniaxial: gap {1e3*four_gap:.2f} meV,"
      f" m/m0 [110] {1/four_inv:.3f}")
print(f"zero spin-orbit limit m/m0 [110]: uniaxial {1/lim_u:.3f},"
      f" biaxial {1/lim_b:.3f}")
print(f"bulk gap: uniaxial {1e3*gaps['uni']:.2f}, biaxial {1e3*gaps['bi']:.2f} meV")
print(f"E_W: {1e3*E_W:.2f} meV; tetragonal shift 6 g2 E_W: {1e3*shift:.2f} meV")
print(f"well gap: unstrained {1e3*well['none']:.2f}, uniaxial"
      f" {1e3*well['uni']:.2f}, biaxial {1e3*well['bi']:.2f} meV")
print(f"d(gap)/dE_W in well: uniaxial {rates['uni']:.3f}, biaxial {rates['bi']:.3f}")
print(f"width at which biaxial gap closes: {W_close:.2f} nm")
print(f"well m0/m [110] at k=0: unstrained {well_inv['none']:.2f},"
      f" biaxial {well_inv['bi']:.2f}, uniaxial {well_inv['uni']:.2f}")
print(f"well m0/m [1-10] at k=0, uniaxial: {well_inv['uni_side']:.2f}")
for f, u, v in zip(fields, field_u, field_b):
    print(f"field {f:.1f} MV/cm gap: uniaxial {1e3*u:.1f}, biaxial {1e3*v:.1f} meV")
for key, label in [("none", "unstrained"), ("bi", "biaxial"), ("uni", "uniaxial")]:
    inv, share = therm[key]
    print(f"300 K {label}: mean m0/m {inv:.2f}, conductivity m/m0 {1/inv:.3f},"
          f" lowest subband {100*share:.0f} %")
print(f"300 K mean m0/m, uniaxial over biaxial: {therm['uni'][0]/therm['bi'][0]:.2f}")
print(f"300 K mean m0/m, uniaxial over unstrained:"
      f" {therm['uni'][0]/therm['none'][0]:.2f}")
print("checks complete")
```

Printed output:

```
Luttinger g1, g2, g3: 4.3, 0.34, 1.45
spin-orbit splitting: 44 meV; b, d: -2.1, -4.9 eV
C11, C12, C44: 166, 64, 80 GPa
stress magnitude: 1.0 GPa; well width: 5.0 nm
A = hbar^2/2m0: 0.03810 eV nm^2; kT at 300 K: 25.85 meV
uniaxial exx, ezz, exy (1e-3): -2.768 2.134 -3.125
biaxial exx, ezz (1e-3): 5.536 -4.268
uniaxial T, S: 30.88, 26.52 meV
biaxial T: -61.76 meV; lambda: 14.67 meV
uniaxial top weights X',Y',Z: 0.930 0.038 0.032
uniaxial second weights X',Y',Z: 0.001 0.554 0.445
biaxial top weights X',Y',Z: 0.030 0.030 0.939
bulk uniaxial m/m0 [110],[1-10],[001]: 0.118 1.368 0.271
bulk biaxial m/m0 [110],[1-10],[001]: 0.272 0.272 0.181
bulk uniaxial, shear removed, m/m0 [110]: 0.216
bulk unstrained heavy hole m/m0 [110]: 0.566
large spin-orbit limit, uniaxial: gap 36.90 meV, m/m0 [110] 0.152
zero spin-orbit limit m/m0 [110]: uniaxial 0.111, biaxial 0.276
bulk gap: uniaxial 46.14, biaxial 52.36 meV
E_W: 15.04 meV; tetragonal shift 6 g2 E_W: 30.68 meV
well gap: unstrained 15.11, uniaxial 54.11, biaxial 24.42 meV
d(gap)/dE_W in well: uniaxial 0.293, biaxial -1.776
width at which biaxial gap closes: 3.52 nm
well m0/m [110] at k=0: unstrained 3.20, biaxial -0.09, uniaxial 6.14
well m0/m [1-10] at k=0, uniaxial: 0.56
field 0.3 MV/cm gap: uniaxial 52.1, biaxial 34.9 meV
field 0.6 MV/cm gap: uniaxial 54.1, biaxial 25.1 meV
field 0.9 MV/cm gap: uniaxial 55.3, biaxial 17.2 meV
300 K unstrained: mean m0/m 1.44, conductivity m/m0 0.697, lowest subband 69 %
300 K biaxial: mean m0/m 1.22, conductivity m/m0 0.818, lowest subband 75 %
300 K uniaxial: mean m0/m 3.87, conductivity m/m0 0.259, lowest subband 84 %
300 K mean m0/m, uniaxial over biaxial: 3.16
300 K mean m0/m, uniaxial over unstrained: 2.69
checks complete
```
